**Kerr phase with two-photon absorption: formula against integrated envelope**

The program tests $\phi=K\ln(1+\beta I_0L)$ with $K=k_0n_2/\beta$, where $k_0$ is the vacuum wavenumber, $n_2$ the Kerr index, $\beta$ the two-photon absorption coefficient, $I_0$ the input intensity and $L$ the length. It integrates the complex envelope equation and asserts agreement with the formula, the intensity profile and the relation between phase and transmission at five inputs spanning four decades. It also asserts the weak and strong limits, the local slope, the half-phase position, the condition for a phase of $\pi$, and, at one input, the phase $k_0n_2I_0L$ when $\beta=0$. For rough silicon values at 1550 nm and 4 GW/cm² in a 1 cm guide, the output gives $K=2.28$ rad and a phase of 3.27 rad, against 7.30 rad without absorption. A split-step pulse simulation is asserted to reproduce the ideal law and its extension to linear loss. With linear loss, carriers and dispersion together, it lowers the Kerr phase at the pulse centre by 16.6%. At ten times the power, with carriers as the only addition to the ideal model, the carrier phase nearly cancels the Kerr phase, and the program asserts that the carrier phase has grown by the larger factor.

## Check in Python

```python
# Result under test: with two-photon absorption as the only loss,
#   Kerr phase = K * ln(1 + beta*I0*L),   K = k0*n2/beta.
# k0: vacuum wavenumber, n2: Kerr index, beta: two-photon coefficient,
# I0: input intensity, L: length. The phase is linear in I0 for
# beta*I0*L << 1 and logarithmic for beta*I0*L >> 1.
# Internal units: cm, GW, ps. Material values are rough ones for silicon.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import h, c, e

wavelength_nm = 1550.0
k0 = 2 * np.pi / (wavelength_nm * 1e-7)      # 1/cm
n2 = 4.5e-5                                  # cm^2/GW
beta = 0.8                                   # cm/GW
length = 1.0                                 # cm
power_W = 4.0
area_um2 = 0.1
I_in = power_W * 1e-9 / (area_um2 * 1e-8)    # GW/cm^2
K = k0 * n2 / beta


def formula(intensity, path=length):
    return K * np.log1p(beta * intensity * path)


def integrate_envelope(intensity, tpa=beta, path=length):
    """Integrate the complex envelope; return z, unwrapped phase, intensity."""
    def rhs(z, a):
        return (1j * k0 * n2 - tpa / 2) * np.abs(a) ** 2 * a
    z = np.linspace(0, path, 4001)
    sol = solve_ivp(rhs, (0, path), [np.sqrt(intensity) + 0j],
                    method="DOP853", t_eval=z, rtol=1e-10, atol=1e-12)
    assert sol.success
    return z, np.unwrap(np.angle(sol.y[0])), np.abs(sol.y[0]) ** 2


# Phase law, phase-transmission relation and limits over four decades
sweep = I_in * np.array([0.01, 0.1, 1.0, 10.0, 100.0])
phases, transmissions, outputs = [], [], []
for intensity in sweep:
    z, phase, inten = integrate_envelope(intensity)
    assert abs(phase[-1] / formula(intensity) - 1) < 1e-5
    assert abs(phase[-1] / np.log(intensity / inten[-1]) / K - 1) < 1e-5
    assert np.allclose(inten, intensity / (1 + beta * intensity * z), rtol=1e-6)
    phases.append(phase[-1])
    transmissions.append(inten[-1] / intensity)
    outputs.append(inten[-1])
assert abs(phases[0] / (k0 * n2 * sweep[0] * length) - 1) < 0.03
last_decade = phases[-1] - phases[-2]
assert abs(last_decade / (K * np.log(10)) - 1) < 0.03
assert abs(outputs[-1] * beta * length - 1) < 0.01

# Without absorption the phase is linear in intensity
phase_no_tpa = integrate_envelope(I_in, tpa=0.0)[1][-1]
assert abs(phase_no_tpa / (k0 * n2 * I_in * length) - 1) < 1e-5

# Local slope, half-phase position and the condition for a phase of pi
x = beta * I_in * length
step = 0.01
slope = (integrate_envelope(I_in * np.exp(step))[1][-1]
         - integrate_envelope(I_in * np.exp(-step))[1][-1]) / (2 * step)
assert abs(slope / (K * x / (1 + x)) - 1) < 1e-3
z, phase, inten = integrate_envelope(I_in)
z_half = np.interp(phase[-1] / 2, phase, z)
assert abs(z_half - length / (1 + np.sqrt(1 + x))) < 1e-4
I_pi = np.expm1(np.pi / K) / (beta * length)
z, phase_pi, inten_pi = integrate_envelope(I_pi)
T_pi = inten_pi[-1] / I_pi
assert abs(phase_pi[-1] - np.pi) < 1e-4
assert abs(T_pi - np.exp(-np.pi / K)) < 1e-5

# Pulse simulation that sizes the neglected effects
fwhm = 0.5                                   # ps, Gaussian intensity
loss_dB = 2.0                                # dB/cm
alpha = loss_dB * np.log(10) / 10            # 1/cm
sigma = 1.5e-17                              # cm^2, carrier absorption
index_per_carrier = 5e-21                    # cm^3, index drop per pair density
gvd = 0.01                                   # ps^2/cm, normal dispersion
photon_J = h * c / (wavelength_nm * 1e-9)
photon = photon_J / 1e-3                     # GW ps


def pulse_run(intensity, loss=0.0, carriers=False, dispersion=0.0, steps=1000):
    """Return Kerr phase, carrier phase and entrance carrier density at centre."""
    n = 1024
    dt = 8.0 / n
    t = (np.arange(n) - n // 2) * dt
    a = np.sqrt(intensity) * np.exp(-2 * np.log(2) * (t / fwhm) ** 2) + 0j
    omega = 2 * np.pi * np.fft.fftfreq(n, dt)
    dz = length / steps
    half = np.exp(1j * dispersion * omega ** 2 * dz / 4)

    def density(inten):
        if not carriers:
            return np.zeros(n)
        rate = beta * inten ** 2 / (2 * photon)
        return (np.cumsum(rate) - rate / 2) * dt

    def gain(inten, pairs):
        return (-(loss + beta * inten + sigma * pairs) / 2
                + 1j * k0 * (n2 * inten - index_per_carrier * pairs))

    entrance = density(np.abs(a) ** 2)[n // 2]
    kerr = carrier = 0.0
    for _ in range(steps):
        if dispersion:
            a = np.fft.ifft(half * np.fft.fft(a))
        inten = np.abs(a) ** 2
        mid = np.abs(a * np.exp(gain(inten, density(inten)) * dz / 2)) ** 2
        pairs = density(mid)
        a = a * np.exp(gain(mid, pairs) * dz)
        kerr += k0 * n2 * mid[n // 2] * dz
        carrier -= k0 * index_per_carrier * pairs[n // 2] * dz
        if dispersion:
            a = np.fft.ifft(half * np.fft.fft(a))
    return kerr, carrier, entrance


ideal = pulse_run(I_in)[0]
assert abs(ideal / formula(I_in) - 1) < 1e-3
with_loss = pulse_run(I_in, loss=alpha)[0]
L_eff = -np.expm1(-alpha * length) / alpha
assert abs(with_loss / formula(I_in, L_eff) - 1) < 1e-3
with_carriers, carrier_phase, pair_density = pulse_run(I_in, carriers=True)
with_gvd = pulse_run(I_in, dispersion=gvd)[0]
all_kerr, all_carrier, _ = pulse_run(I_in, alpha, True, gvd)
kerr_10, carrier_10, _ = pulse_run(10 * I_in, carriers=True)
assert carrier_10 / carrier_phase > kerr_10 / with_carriers


def change(value):
    return 100 * (value / ideal - 1)


print(f"wavelength = {wavelength_nm:.0f} nm")
print(f"photon energy = {photon_J / e:.3f} eV")
print(f"vacuum wavenumber k0 = {k0:.4e} 1/cm")
print(f"n2 = {n2:.1e} cm^2/GW")
print(f"beta = {beta:.2f} cm/GW")
print(f"length = {length:.1f} cm")
print(f"peak power = {power_W:.1f} W")
print(f"effective area = {area_um2:.2f} um^2")
print(f"input intensity I0 = {I_in:.2f} GW/cm^2")
print(f"prefactor K = {K:.3f} rad")
print(f"K if beta were 0.5 cm/GW = {k0 * n2 / 0.5:.3f} rad")
print(f"beta*I0*L = {x:.2f}")
print(f"phase without absorption = {phase_no_tpa:.3f} rad")
print(f"phase, formula = {formula(I_in):.4f} rad")
print(f"phase, integrated envelope = {phases[2]:.4f} rad")
print(f"transmission = {transmissions[2]:.4f}")
print(f"output intensity = {outputs[2]:.3f} GW/cm^2")
print(f"output ceiling 1/(beta*L) = {1 / (beta * length):.3f} GW/cm^2")
print(f"slope dphi/dlnI0 = {slope:.3f} rad")
print(f"half-phase position = {z_half:.3f} cm")
print(f"input for phase pi = {I_pi:.3f} GW/cm^2")
print(f"peak power for phase pi = {I_pi * area_um2 * 10:.3f} W")
print(f"transmission at phase pi = {T_pi:.4f}")
print("I0 (GW/cm^2), linear phase (rad), phase (rad), transmission:")
for intensity, p, tr in zip(sweep, phases, transmissions):
    print(f"  {intensity:7.2f} {k0 * n2 * intensity * length:9.3f}"
          f" {p:8.4f} {tr:8.5f}")
print(f"phase added by last decade = {last_decade:.3f} rad")
print(f"K*ln(10) = {K * np.log(10):.3f} rad")
print("Neglected effects, at the pulse centre:")
print(f"pulse width (FWHM) = {fwhm:.1f} ps")
print(f"linear loss = {loss_dB:.1f} dB/cm")
print(f"effective length = {L_eff:.3f} cm")
print(f"carrier absorption cross-section = {sigma:.1e} cm^2")
print(f"index drop per pair density = {index_per_carrier:.1e} cm^3")
print(f"group-velocity dispersion = {gvd * 100:.1f} ps^2/m")
print(f"entrance pair density = {pair_density:.2e} 1/cm^3")
print(f"Kerr phase change, linear loss = {change(with_loss):.1f} %")
print(f"Kerr phase change, carriers = {change(with_carriers):.1f} %")
print(f"Kerr phase change, dispersion = {change(with_gvd):.1f} %")
print(f"Kerr phase change, all three = {change(all_kerr):.1f} %")
print(f"carrier phase, carriers only = {carrier_phase:.3f} rad")
print(f"Kerr phase, all three = {all_kerr:.3f} rad")
print(f"carrier phase, all three = {all_carrier:.3f} rad")
print(f"10x power, carriers only: Kerr phase = {kerr_10:.2f} rad")
print(f"10x power, carriers only: carrier phase = {carrier_10:.2f} rad")
print("PASS")
```

Printed output:

```
wavelength = 1550 nm
photon energy = 0.800 eV
vacuum wavenumber k0 = 4.0537e+04 1/cm
n2 = 4.5e-05 cm^2/GW
beta = 0.80 cm/GW
length = 1.0 cm
peak power = 4.0 W
effective area = 0.10 um^2
input intensity I0 = 4.00 GW/cm^2
prefactor K = 2.280 rad
K if beta were 0.5 cm/GW = 3.648 rad
beta*I0*L = 3.20
phase without absorption = 7.297 rad
phase, formula = 3.2723 rad
phase, integrated envelope = 3.2723 rad
transmission = 0.2381
output intensity = 0.952 GW/cm^2
output ceiling 1/(beta*L) = 1.250 GW/cm^2
slope dphi/dlnI0 = 1.737 rad
half-phase position = 0.328 cm
input for phase pi = 3.708 GW/cm^2
peak power for phase pi = 3.708 W
transmission at phase pi = 0.2521
I0 (GW/cm^2), linear phase (rad), phase (rad), transmission:
     0.04     0.073   0.0718  0.96899
     0.40     0.730   0.6331  0.75758
     4.00     7.297   3.2723  0.23810
    40.00    72.966   7.9727  0.03030
   400.00   729.660  13.1600  0.00312
phase added by last decade = 5.187 rad
K*ln(10) = 5.250 rad
Neglected effects, at the pulse centre:
pulse width (FWHM) = 0.5 ps
linear loss = 2.0 dB/cm
effective length = 0.801 cm
carrier absorption cross-section = 1.5e-17 cm^2
index drop per pair density = 5.0e-21 cm^3
group-velocity dispersion = 1.0 ps^2/m
entrance pair density = 9.40e+15 1/cm^3
Kerr phase change, linear loss = -11.4 %
Kerr phase change, carriers = -1.5 %
Kerr phase change, dispersion = -5.0 %
Kerr phase change, all three = -16.6 %
carrier phase, carriers only = -0.545 rad
Kerr phase, all three = 2.728 rad
carrier phase, all three = -0.434 rad
10x power, carriers only: Kerr phase = 6.97 rad
10x power, carriers only: carrier phase = -6.99 rad
PASS
```
